**Berry-phase dipole of a hydrogen fluoride chain from analytic Gaussian integrals**

The program computes the dipole per cell, μ = e Σ Z_A z_A + 2e(a/2π)φ, where a is the repeat length, Z_A and z_A are the nuclear charge numbers and positions, and φ is the phase of the product of occupied-orbital overlap determinants around the Brillouin zone. The overlaps use closed-form integrals of exp(−ib·r) between contracted Gaussians, with b = 2π/(Ja) along the chain for J wave numbers. It asserts that these integrals agree with line and three-dimensional quadrature, with ordinary overlaps at b = 0, and with position integrals through a derivative in b. It also asserts that the phase is unchanged by random unitary mixing of the occupied orbitals, that its error falls as 1/J², and that its limit matches the centres of explicitly built Wannier functions. For a straight chain in restricted Hartree–Fock with the STO-3G basis, the output gives 7.4904 × 10⁻³⁰ C m per cell, against 7.4903 × 10⁻³⁰ C m extrapolated from oligomers of nine to twelve molecules. A Mulliken cut of the same periodic charge gives 5.2296 × 10⁻³⁰ C m, and the program asserts that this differs from the Berry-phase value. Further assertions cover the field of distant cells and the approach of the oligomer increments to their limit.

## Verification by program

```python
# Result under test: for a periodic chain of repeat length a, the dipole per cell
#   mu = e*sum(Z*z) + 2e*(a/2pi)*Im ln prod_j det M(k_j, k_j+b),  b = 2pi/(J a),
# with M built from analytic integrals of exp(-i b.r) between Gaussians, equals
# (J -> infinity, matching branch) the dipole increment of long neutral oligomers.
# System: straight (HF)_n chain, restricted Hartree-Fock, STO-3G.
# Internally lengths are in bohr, energies in hartree, dipoles in e*bohr.
# Block X[R] holds matrix elements between cell 0 and cell R.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import zeta
from pyscf import gto, scf, dft

BOHR = sc.physical_constants["Bohr radius"][0]
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
PM = BOHR / 1e-12
DIP = sc.e * BOHR / 1e-30            # e*bohr in 1e-30 C m
DEBYE = 1e-21 / sc.c                 # C m
a = 250e-12 / BOHR                   # repeat length
d = 95e-12 / BOHR                    # F-H distance
NAO, NOCC, HALF = 6, 5, 8
cells = np.arange(-HALF, HALF + 1)
NC = len(cells)


def chain(cell_list):
    atoms = []
    for c in cell_list:
        atoms += [["F", (0.0, 0.0, c * a)], ["H", (0.0, 0.0, c * a + d)]]
    return gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)


# ---------- analytic integrals of exp(-i b.r) ----------
def axis_integral(i, j, alpha, beta, A, B, b):
    """Integral of (x-A)^i (x-B)^j exp(-alpha(x-A)^2-beta(x-B)^2-i b x)."""
    p = alpha + beta
    P = (alpha * A + beta * B) / p
    shifted = P - 0.5j * b / p
    base = np.sqrt(np.pi / p) * np.exp(
        -alpha * beta / p * (A - B) ** 2 - 1j * b * P - b * b / (4 * p))

    def rec(m, n):
        if m < 0 or n < 0:
            return 0.0
        if m == 0 and n == 0:
            return base
        if m > 0:
            return ((shifted - A) * rec(m - 1, n)
                    + ((m - 1) * rec(m - 2, n) + n * rec(m - 1, n - 1)) / (2 * p))
        return (shifted - B) * rec(0, n - 1) + (n - 1) * rec(0, n - 2) / (2 * p)
    return rec(i, j)


def cell_functions():
    """Contracted functions of one cell: centre, powers, exponents, coefficients."""
    mol = chain([0])
    functions = []
    for s in range(mol.nbas):
        l = mol.bas_angular(s)
        assert l <= 1
        ex = mol.bas_exp(s)
        co = mol.bas_ctr_coeff(s)[:, 0] * (2 * ex / np.pi) ** 0.75 * (4 * ex) ** (l / 2)
        powers = [(0, 0, 0)] if l == 0 else [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
        for pw in powers:
            functions.append((np.array(mol.bas_coord(s)), pw, ex, co))
    return functions


FUNCTIONS = cell_functions()


def plane_wave_blocks(bvec, cell_list=cells):
    out = np.zeros((len(cell_list), NAO, NAO), complex)
    for r, c in enumerate(cell_list):
        for m, (A, pa, ea, ca) in enumerate(FUNCTIONS):
            for n, (B0, pb, eb, cb) in enumerate(FUNCTIONS):
                B = B0 + np.array([0.0, 0.0, c * a])
                prod = np.outer(ca, cb).astype(complex)
                for x in range(3):
                    prod = prod * axis_integral(pa[x], pb[x], ea[:, None],
                                                eb[None, :], A[x], B[x], bvec[x])
                out[r, m, n] = prod.sum()
    return out


# primitive integrals against line quadrature
x = np.linspace(-14, 14, 8001)
err_line = 0.0
for i in range(3):
    for j in range(3):
        f = ((x - 0.3) ** i * (x + 0.8) ** j
             * np.exp(-0.7 * (x - 0.3) ** 2 - 0.4 * (x + 0.8) ** 2 - 1.1j * x))
        err_line = max(err_line, abs(f.sum() * (x[1] - x[0])
                       - axis_integral(i, j, 0.7, 0.4, 0.3, -0.8, 1.1)))
assert err_line < 1e-10

# contracted integrals against three-dimensional quadrature, oblique b
dimer = chain([0, 1])
grid = dft.gen_grid.Grids(dimer)
grid.level = 5
grid.build()
ao = dft.numint.eval_ao(dimer, grid.coords)
b_test = np.array([0.21, -0.13, 0.34])
wave = grid.weights * np.exp(-1j * grid.coords @ b_test)
numeric = ao[:, :NAO].T @ (wave[:, None] * ao)
analytic = np.hstack(plane_wave_blocks(b_test, [0, 1]))
err_grid = abs(numeric - analytic).max()
assert err_grid < 5e-5               # limited by the atom-centred grid

# ---------- integrals over a cluster of cells centred on cell 0 ----------
mol = chain(cells)
S_full = mol.intor("int1e_ovlp")
Z_full = mol.intor("int1e_r")[2]
T_full = mol.intor("int1e_kin")
eri = mol.intor("int2e", aosym="s8")


def blocks(matrix):
    rows = matrix[HALF * NAO:(HALF + 1) * NAO]
    return rows.reshape(NAO, NC, NAO).transpose(1, 0, 2)


def bloch(block, k):
    return np.einsum("r,rmn->mn", np.exp(1j * k * a * cells), block)


S = blocks(S_full)
err_overlap = abs(plane_wave_blocks(np.zeros(3)) - S).max()
h = 1e-3
slope_b = (plane_wave_blocks([0, 0, h]) - plane_wave_blocks([0, 0, -h])) / (-2j * h)
near = abs(cells) <= 2
err_position = abs(slope_b - blocks(Z_full))[near].max()
assert err_overlap < 1e-7
assert err_position < 1e-4           # central difference, error of order h^2


def orbitals(F, k):
    return eigh(bloch(F, k), bloch(S, k))


# ---------- periodic Hartree-Fock ----------
JSCF = 40
k_scf = 2 * np.pi * np.arange(JSCF) / (JSCF * a)
offsets = np.arange(-2 * HALF, 2 * HALF + 1)
pair_index = cells[None, :] - cells[:, None] + 2 * HALF


def periodic_hf(P, ncore, tail=True):
    """Coulomb sums over neutral cells |n|<=ncore; tail adds the field of the rest."""
    core = (abs(cells) <= ncore).astype(float)
    weight = np.kron((core[:, None] + core[None, :]) / 2, np.ones((NAO, NAO)))
    nuclear = np.zeros_like(S_full)
    nuclear_dipole = 0.0
    for q, xyz in zip(mol.atom_charges(), mol.atom_coords()):
        if abs(np.floor(xyz[2] / a + 0.01)) <= ncore:
            with mol.with_rinv_origin(xyz):
                nuclear -= q * mol.intor("int1e_rinv")
            nuclear_dipole += q * xyz[2]
    h_row = blocks(T_full + nuclear)
    for _ in range(80):
        dm = P[pair_index].transpose(0, 2, 1, 3).reshape(NC * NAO, NC * NAO)
        dm = (dm + dm.T) / 2
        dm_cells = dm * weight
        vj = scf.hf.dot_eri_dm(eri, dm_cells, hermi=1, with_k=False)[0]
        vk = scf.hf.dot_eri_dm(eri, dm, hermi=1, with_j=False)[1]
        mu_cut = (nuclear_dipole - np.sum(dm_cells * Z_full)) / core.sum()
        field = 4 * mu_cut / a ** 3 * zeta(3, ncore + 1) if tail else 0.0
        F = h_row + blocks(vj) - blocks(vk) / 2 + field * blocks(Z_full)
        mirror = F[::-1].transpose(0, 2, 1)
        asymmetry = abs(F - mirror).max()
        F = (F + mirror) / 2
        new = np.zeros((len(offsets), NAO, NAO))
        for k in k_scf:
            C = orbitals(F, k)[1][:, :NOCC]
            D = 2 * C @ C.conj().T / JSCF
            new += (np.exp(-1j * k * a * offsets)[:, None, None] * D).real
        change = abs(new - P).max()
        P = 0.2 * P + 0.8 * new
        if change < 1e-9:
            break
    assert change < 1e-9
    electrons = np.sum(dm_cells * S_full)
    assert abs(electrons - 10 * core.sum()) < 1e-4
    return F, P, mu_cut, asymmetry, field


def wannier_centre_sum(F):
    """Sum of centres of explicit Wannier functions, from position integrals."""
    w = np.zeros((NC, NAO, NOCC), complex)
    for k in k_scf:
        C = orbitals(F, k)[1][:, :NOCC]
        U, _, Vh = np.linalg.svd(C.conj().T @ bloch(S, k)[:, :NOCC])
        w += np.exp(1j * k * a * cells)[:, None, None] * (C @ U @ Vh) / JSCF
    w = w.reshape(NC * NAO, NOCC)
    assert abs(w.conj().T @ S_full @ w - np.eye(NOCC)).max() < 1e-6
    return np.trace(w.conj().T @ Z_full @ w).real


def berry_centre_sum(F, J, rng=None):
    b = 2 * np.pi / (J * a)
    B = plane_wave_blocks([0.0, 0.0, b])
    occ = [orbitals(F, j * b)[1][:, :NOCC] for j in range(J)]
    if rng is not None:
        for j in range(J):
            g = rng.normal(size=(NOCC, NOCC)) + 1j * rng.normal(size=(NOCC, NOCC))
            occ[j] = occ[j] @ np.linalg.qr(g)[0]
    product = 1.0 + 0j
    for j in range(J):
        M = occ[j].conj().T @ bloch(B, (j + 1) * b) @ occ[(j + 1) % J]
        link = np.linalg.det(M)
        product *= link / abs(link)
    return -a * np.angle(product) / (2 * np.pi)


# ---------- oligomers ----------
NMAX = 12
mu_olig = {}
for n in range(1, NMAX + 1):
    m = chain(range(n))
    mf = scf.RHF(m)
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-7
    mf.kernel()
    assert mf.converged
    dm_n = mf.make_rdm1()
    mu_olig[n] = (m.atom_charges() @ m.atom_coords()[:, 2]
                  - np.sum(dm_n * m.intor("int1e_r")[2]))
    if n == 1:
        dm_one = dm_n
increment = {n: mu_olig[n + 1] - mu_olig[n] for n in range(1, NMAX)}
last = np.arange(NMAX - 3, NMAX + 1, dtype=float)
design = np.column_stack([last, np.ones(4), 1 / last, 1 / last ** 2])
mu_limit = np.linalg.solve(design, [mu_olig[int(n)] for n in last])[0]

# ---------- bulk ----------
P0 = np.zeros((len(offsets), NAO, NAO))
P0[2 * HALF] = dm_one
F, P, mu_cut, asymmetry, field = periodic_hf(P0, 6)
z_wannier = wannier_centre_sum(F)
z_berry = {}
for J in (4, 8, 16, 32):
    z = berry_centre_sum(F, J)
    z_berry[J] = z + a * np.round((z_wannier - z) / a)
z_limit = (4 * z_berry[32] - z_berry[16]) / 3
mu_berry = d - 2 * z_limit           # F nucleus at z = 0, H nucleus at z = d
energies = np.array([orbitals(F, k)[0] for k in k_scf])
gap = energies[:, NOCC].min() - energies[:, NOCC - 1].max()

z_rot = berry_centre_sum(F, 8, np.random.default_rng(1))
rotation_error = abs((z_rot - z_berry[8] + a / 2) % a - a / 2)
ratio = (z_berry[16] - z_wannier) / (z_berry[32] - z_wannier)
F_bare = periodic_hf(P, 6, tail=False)[0]
mu_bare = d - 2 * wannier_centre_sum(F_bare)
F_short = periodic_hf(P, 4)[0]
mu_short = d - 2 * wannier_centre_sum(F_short)
dev = {n: abs(increment[n] - mu_berry) for n in increment}
power = np.log(dev[7] / dev[11]) / np.log(11.5 / 7.5)

b8 = 2 * np.pi / (8 * a)
sample = plane_wave_blocks([0, 0, b8], [0])[0][4, 5]
print(f"repeat length a: {a*PM:.1f} pm")
print(f"F-H distance: {d*PM:.1f} pm")
print(f"error, primitive integrals vs quadrature: {err_line:.1e} (a.u.)")
print(f"error, contracted integrals vs 3D grid: {err_grid:.1e}")
print(f"error, b=0 integrals vs overlaps: {err_overlap:.1e}")
print(f"error, b-derivative vs position: {err_position*PM:.1e} pm")
print(f"b for J=8: {b8/PM:.6f} 1/pm")
print(f"<F 2pz|exp(-ibz)|H 1s>, J=8, real part: {sample.real:.6f}")
print(f"<F 2pz|exp(-ibz)|H 1s>, J=8, imag part: {sample.imag:.6f}")
print(f"smallest band gap (HF/STO-3G): {gap*HARTREE_EV:.2f} eV")
print(f"Fock translation asymmetry: {asymmetry*HARTREE_EV:.1e} eV")
for J in z_berry:
    print(f"Berry centre sum, J={J}: {z_berry[J]*PM:.5f} pm")
print(f"Berry centre sum, extrapolated: {z_limit*PM:.5f} pm")
print(f"Wannier centre sum, direct: {z_wannier*PM:.5f} pm")
print(f"error ratio J=16 to J=32: {ratio:.3f}")
print(f"change under random unitary rotation: {rotation_error*PM:.1e} pm")
print(f"nuclear part of cell dipole: {d*DIP:.4f} e-30 C m")
print(f"electronic part of cell dipole: {-2*z_limit*DIP:.4f} e-30 C m")
print(f"dipole quantum 2ea: {2*a*DIP:.4f} e-30 C m")
for n in (1, 2, 4, 7, 11):
    print(f"oligomer increment {n}->{n+1}: {increment[n]*DIP:.5f} e-30 C m")
print(f"single-molecule dipole: {mu_olig[1]*DIP:.5f} e-30 C m")
print(f"decay power of increment error: {power:.3f}")
print(f"oligomer limit: {mu_limit*DIP:.5f} e-30 C m")
print(f"Berry dipole per cell: {mu_berry*DIP:.5f} e-30 C m")
print(f"Berry minus oligomer limit: {(mu_berry-mu_limit)*DIP:.1e} e-30 C m")
print(f"Berry dipole per cell: {mu_berry*DIP*1e-30/DEBYE:.4f} D")
print(f"Mulliken-cut cell dipole: {mu_cut*DIP:.5f} e-30 C m")
print(f"bulk dipole, N=6, no far field: {mu_bare*DIP:.5f} e-30 C m")
print(f"bulk dipole, N=4, with far field: {mu_short*DIP:.5f} e-30 C m")

assert gap > 0
assert asymmetry < 5e-5              # remainder of the truncated Coulomb sum
assert rotation_error < 1e-9
assert abs(z_limit - z_wannier) < 1e-5
assert abs(ratio - 4) < 0.3          # next order in b is still present
assert abs(mu_berry - mu_limit) < 1e-4   # remainder of the 1/N extrapolation
assert abs(mu_bare - mu_limit) > abs(mu_berry - mu_limit)
assert abs(mu_short - mu_berry) < 1e-4
assert abs(mu_cut - mu_berry) > 1e-3
assert 1.5 < power < 2.7             # finite-N estimate of the power 2
print("all tests passed")
```

Printed output:

```
repeat length a: 250.0 pm
F-H distance: 95.0 pm
error, primitive integrals vs quadrature: 2.0e-13 (a.u.)
error, contracted integrals vs 3D grid: 2.8e-09
error, b=0 integrals vs overlaps: 4.4e-16
error, b-derivative vs position: 8.4e-05 pm
b for J=8: 0.003142 1/pm
<F 2pz|exp(-ibz)|H 1s>, J=8, real part: 0.329116
<F 2pz|exp(-ibz)|H 1s>, J=8, imag part: -0.082340
smallest band gap (HF/STO-3G): 25.21 eV
Fock translation asymmetry: 4.0e-05 eV
Berry centre sum, J=4: 23.86597 pm
Berry centre sum, J=8: 24.06267 pm
Berry centre sum, J=16: 24.10902 pm
Berry centre sum, J=32: 24.12046 pm
Berry centre sum, extrapolated: 24.12428 pm
Wannier centre sum, direct: 24.12426 pm
error ratio J=16 to J=32: 4.010
change under random unitary rotation: 2.4e-14 pm
nuclear part of cell dipole: 15.2207 e-30 C m
electronic part of cell dipole: -7.7303 e-30 C m
dipole quantum 2ea: 80.1088 e-30 C m
oligomer increment 1->2: 6.62516 e-30 C m
oligomer increment 2->3: 7.19746 e-30 C m
oligomer increment 4->5: 7.42313 e-30 C m
oligomer increment 7->8: 7.47079 e-30 C m
oligomer increment 11->12: 7.48286 e-30 C m
single-molecule dipole: 4.19319 e-30 C m
decay power of increment error: 2.234
oligomer limit: 7.49028 e-30 C m
Berry dipole per cell: 7.49041 e-30 C m
Berry minus oligomer limit: 1.3e-04 e-30 C m
Berry dipole per cell: 2.2456 D
Mulliken-cut cell dipole: 5.22956 e-30 C m
bulk dipole, N=6, no far field: 7.48391 e-30 C m
bulk dipole, N=4, with far field: 7.49038 e-30 C m
all tests passed
```
